# The quantum of thermal conductance for fermions and bosons: a program that tests the result

```python
# Result under test: one perfectly transmitting channel has thermal conductance
#     K = pi^2 k^2 T / (3 h)      (atomic units: pi k^2 T / 6)
# for fermions (chemical potential mu deep inside the band) and for bosons
# (mu = 0, gapless band), when kT is small compared with the band limits.
# For finite temperature differences J = pi^2 k^2 (T_L^2 - T_R^2) / (6 h).
# k: Boltzmann constant, h: Planck constant, T: temperature, J: heat current.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import block_diag, eigh
from scipy.optimize import brentq
from scipy.special import expit

k_ev = const.k / const.e
h_ev = const.h / const.e
hbar_ev = h_ev / (2 * np.pi)
quantum_per_T = np.pi**2 * k_ev**2 / (3 * h_ev)      # eV / (s K^2)
quantum_pw = quantum_per_T * const.e * 1e12          # pW / K^2

# Unit check: evaluate the atomic-unit formula and convert it to SI.
hartree = const.physical_constants["Hartree energy"][0]
time_au = const.physical_constants["atomic unit of time"][0]
k_au = const.k / hartree
from_au_pw = np.pi * k_au**2 / 6 * hartree / time_au * 1e12
assert abs(from_au_pw / quantum_pw - 1) < 1e-8

# ---- Dimensionless integrals ------------------------------------------------
def bose_energy(x):
    return x / np.expm1(x) if x > 0 else 1.0

def bose_window(x):
    return (0.5 * x / np.sinh(0.5 * x))**2 if x > 0 else 1.0

def fermi_window(x):
    return x**2 * expit(x) * expit(-x)

bose_area = quad(bose_energy, 0, 80)[0]
fermi_area = quad(lambda x: x * expit(-x), 0, 80)[0]
bose_window_area = quad(bose_window, 0, 80)[0]
fermi_window_area = quad(fermi_window, -80, 80, points=[0], limit=200)[0]
assert abs(bose_area - np.pi**2 / 6) < 1e-8
assert abs(fermi_area - bose_area / 2) < 1e-8
assert abs(bose_window_area - np.pi**2 / 3) < 1e-8
assert abs(fermi_window_area - np.pi**2 / 3) < 1e-8
gap_over_kT = 5.0
gapped_share = quad(bose_window, gap_over_kT, 80)[0] / bose_window_area
assert gapped_share < 1

# ---- Real-time dynamics of two joined half-chains ---------------------------
# Units here: hbar = k = 1; fermion hopping = 1; oscillator mass = spring = 1.
half = 200
hot, cold = 0.2, 0.1
t_start, t_end = 40.0, 160.0    # before reflected fronts return to the junction
flux_formula = np.pi * (hot**2 - cold**2) / 12

def neighbours(n):
    return np.eye(n, k=1) + np.eye(n, k=-1)

def fermion_flux():
    h_half, h_full = -neighbours(half), -neighbours(2 * half)
    e_half, v_half = eigh(h_half)
    e_full, v_full = eigh(h_full)
    start = block_diag(*[(v_half * expit(-e_half / T)) @ v_half.T
                         for T in (hot, cold)])
    def transferred(t):
        U = (v_full * np.exp(-1j * e_full * t)) @ v_full.T
        corr = (U @ start @ U.conj().T).real
        left = np.sum(h_half * corr[:half, :half])
        right = np.sum(h_half * corr[half:, half:])
        return (right - left) / 2
    return (transferred(t_end) - transferred(t_start)) / (t_end - t_start)

def boson_flux():
    # Outer ends are free; before joining, each inner end is tied to a wall.
    spring = 2 * np.eye(2 * half) - neighbours(2 * half)
    spring[0, 0] = spring[-1, -1] = 1
    blocks = [spring[:half, :half], spring[half:, half:]]
    x_blocks, p_blocks = [], []
    for block, T in zip(blocks, (hot, cold)):
        w2, v = eigh(block)
        w = np.sqrt(w2)
        spread = 0.5 / np.tanh(w / (2 * T))
        x_blocks.append((v * (spread / w)) @ v.T)
        p_blocks.append((v * (spread * w)) @ v.T)
    x_start, p_start = block_diag(*x_blocks), block_diag(*p_blocks)
    w2, v = eigh(spring)
    w = np.sqrt(np.maximum(w2, 1e-14))    # uniform translation has w = 0
    # Energies of the halves leave out the junction spring.
    left_spring, right_spring = blocks[0].copy(), blocks[1].copy()
    left_spring[-1, -1] -= 1
    right_spring[0, 0] -= 1
    def transferred(t):
        C = (v * np.cos(w * t)) @ v.T
        S = (v * (np.sin(w * t) / w)) @ v.T
        Q = (v * (w * np.sin(w * t))) @ v.T
        xx = C @ x_start @ C + S @ p_start @ S
        pp = Q @ x_start @ Q + C @ p_start @ C
        left = (np.trace(pp[:half, :half])
                + np.sum(left_spring * xx[:half, :half])) / 2
        right = (np.trace(pp[half:, half:])
                 + np.sum(right_spring * xx[half:, half:])) / 2
        return (right - left) / 2
    return (transferred(t_end) - transferred(t_start)) / (t_end - t_start)

fermion_ratio = fermion_flux() / flux_formula
boson_ratio = boson_flux() / flux_formula
# One percent allows for finite times and exponentially small band tails.
assert abs(fermion_ratio - 1) < 0.01, fermion_ratio
assert abs(boson_ratio - 1) < 0.01, boson_ratio

# ---- Worked example: sums over lattice wavevectors --------------------------
spacing = 3.0          # angstrom
hopping = 1.0          # eV
phonon_top = 0.02      # eV
T_hot, T_cold = 11.0, 9.0
n_q = 400000
dq = np.pi / spacing / n_q
q = (np.arange(n_q) + 0.5) * dq
electron_energy = -2 * hopping * np.cos(q * spacing)
electron_speed = 2 * hopping * spacing * np.sin(q * spacing) / hbar_ev
phonon_energy = phonon_top * np.sin(q * spacing / 2)
phonon_speed = phonon_top * spacing / 2 * np.cos(q * spacing / 2) / hbar_ev

def electron_currents(T1, T2):
    diff = (expit(-electron_energy / (k_ev * T1))
            - expit(-electron_energy / (k_ev * T2)))
    flow = electron_speed * diff * dq / (2 * np.pi)
    return np.sum(flow * electron_energy), np.sum(flow), np.sum(np.abs(flow))

def phonon_current(T1, T2):
    diff = (1 / np.expm1(phonon_energy / (k_ev * T1))
            - 1 / np.expm1(phonon_energy / (k_ev * T2)))
    return np.sum(phonon_speed * phonon_energy * diff) * dq / (2 * np.pi)

J_electron, particle_net, particle_abs = electron_currents(T_hot, T_cold)
J_phonon = phonon_current(T_hot, T_cold)
T_mean = (T_hot + T_cold) / 2
J_formula = quantum_per_T * T_mean * (T_hot - T_cold)
assert abs(J_electron / J_formula - 1) < 1e-6
assert abs(J_phonon / J_formula - 1) < 1e-6
assert abs(particle_net) < 1e-8 * particle_abs
fermi_speed = np.interp(0.0, electron_energy, electron_speed)
sound_speed = phonon_speed[0]

# Finite phonon band: conductance divided by the quantum at each temperature.
warm_T = [10.0, 30.0, 100.0, 300.0]
warm_K = [phonon_current(1.005 * T, 0.995 * T) / (0.01 * T) for T in warm_T]
warm_ratio = [K / (quantum_per_T * T) for K, T in zip(warm_K, warm_T)]
assert all(b < a for a, b in zip(warm_ratio, warm_ratio[1:]))
K_classical = k_ev * phonon_top / h_ev
top_over_kT = phonon_top / (k_ev * warm_T[-1])
assert abs(warm_K[-1] / K_classical - (1 - top_over_kT**2 / 36)) < 1e-3

# ---- Fermions with mu at a band edge, zero particle current -----------------
# Units: mean kT = 1, band edge at energy zero.
dT = 0.02
def edge_current(bias, power):
    def integrand(x):
        return x**power * (expit(-(x - bias / 2) / (1 + dT / 2))
                           - expit(-(x + bias / 2) / (1 - dT / 2)))
    return quad(integrand, 0, 60, epsabs=1e-12, limit=200)[0]

edge_bias = brentq(lambda b: edge_current(b, 0), -0.2, 0.2, xtol=1e-13)
edge_area = edge_current(edge_bias, 1) / dT
edge_formula = np.pi**2 / 6 - 2 * np.log(2)**2
assert abs(edge_area / edge_formula - 1) < 1e-3
edge_share = edge_area / (np.pi**2 / 3)

# ---- Output -----------------------------------------------------------------
print(f"Boltzmann constant k = {k_ev:.6e} eV/K")
print(f"Planck constant h = {h_ev:.6e} eV s")
print(f"K/T from formula = {quantum_per_T:.5e} eV/(s K^2)")
print(f"K/T converted = {quantum_pw:.5f} pW/K^2")
print(f"boson energy integral B = {bose_area:.6f} (pure number)")
print(f"fermion half-line integral F = {fermi_area:.6f} (pure number)")
print(f"boson window area = {bose_window_area:.6f} (pure number)")
print(f"fermion window area = {fermi_window_area:.6f} (pure number)")
print(f"joined chains: sites per half = {half}")
print(f"joined chains: hot, cold kT = {hot}, {cold} (model units)")
print(f"joined chains: time window = {t_start}, {t_end} (model units)")
print(f"joined fermion chains: flux/formula = {fermion_ratio:.5f}")
print(f"joined boson chains: flux/formula = {boson_ratio:.5f}")
print(f"example: lattice spacing = {spacing} angstrom")
print(f"example: electron hopping = {hopping} eV")
print(f"example: phonon band top = {phonon_top} eV")
print(f"example: reservoirs = {T_hot}, {T_cold} K")
print(f"example: kT at mean temperature = {k_ev * T_mean:.5e} eV")
print(f"electron speed at mu = {fermi_speed:.4e} angstrom/s")
print(f"phonon speed at long wavelength = {sound_speed:.4e} angstrom/s")
print(f"speed ratio = {fermi_speed / sound_speed:.2f}")
print(f"electron heat current, mode sum = {J_electron:.5e} eV/s")
print(f"phonon heat current, mode sum = {J_phonon:.5e} eV/s")
print(f"heat current, formula = {J_formula:.5e} eV/s")
print(f"K at mean temperature = {quantum_per_T * T_mean:.5e} eV/(s K)")
print(f"net/absolute electron particle flow = {particle_net/particle_abs:.1e}")
for T, ratio in zip(warm_T, warm_ratio):
    print(f"phonon chain at {T:.0f} K: K/quantum = {ratio:.5f}")
print(f"phonon K at {warm_T[-1]:.0f} K = {warm_K[-1]:.5e} eV/(s K)")
print(f"classical limit k E_max/h = {K_classical:.5e} eV/(s K)")
print(f"boson gap of {gap_over_kT:.0f} kT: K/quantum = {gapped_share:.5f}")
print(f"fermion band edge: window area = {edge_area:.5f} (numerical)")
print(f"fermion band edge: window area = {edge_formula:.5f} (formula)")
print(f"fermion band edge: K/quantum = {edge_share:.4f}")
print("tests ok")
```

Printed output:

```
Boltzmann constant k = 8.617333e-05 eV/K
Planck constant h = 4.135668e-15 eV s
K/T from formula = 5.90716e+06 eV/(s K^2)
K/T converted = 0.94643 pW/K^2
boson energy integral B = 1.644934 (pure number)
fermion half-line integral F = 0.822467 (pure number)
boson window area = 3.289868 (pure number)
fermion window area = 3.289868 (pure number)
joined chains: sites per half = 200
joined chains: hot, cold kT = 0.2, 0.1 (model units)
joined chains: time window = 40.0, 160.0 (model units)
joined fermion chains: flux/formula = 0.99918
joined boson chains: flux/formula = 0.99958
example: lattice spacing = 3.0 angstrom
example: electron hopping = 1.0 eV
example: phonon band top = 0.02 eV
example: reservoirs = 11.0, 9.0 K
example: kT at mean temperature = 8.61733e-04 eV
electron speed at mu = 9.1156e+15 angstrom/s
phonon speed at long wavelength = 4.5578e+13 angstrom/s
speed ratio = 200.00
electron heat current, mode sum = 1.18143e+08 eV/s
phonon heat current, mode sum = 1.18143e+08 eV/s
heat current, formula = 1.18143e+08 eV/s
K at mean temperature = 5.90716e+07 eV/(s K)
net/absolute electron particle flow = 5.9e-16
phonon chain at 10 K: K/quantum = 1.00000
phonon chain at 30 K: K/quantum = 0.98973
phonon chain at 100 K: K/quantum = 0.61470
phonon chain at 300 K: K/quantum = 0.23132
phonon K at 300 K = 4.09926e+08 eV/(s K)
classical limit k E_max/h = 4.16732e+08 eV/(s K)
boson gap of 5 kT: K/quantum = 0.07620
fermion band edge: window area = 0.68405 (numerical)
fermion band edge: window area = 0.68403 (formula)
fermion band edge: K/quantum = 0.2079
tests ok
```
